# Why Dielectric Mismatch Deepens Donors in Thin Silicon Nanowires

**Q.** My thin silicon wires conduct less than their donor content suggests. I am told that the ionization energy rises because the electron has a self-energy and because image charges strengthen its attraction to the donor. Do I add the two effects?

**A.** First fix the energy difference. Take one donor on the axis of a long wire of radius \(R\). The relative permittivity is \(\epsilon_{\rm in}\) inside and \(\epsilon_{\rm out}\) outside, with a sharp interface and linear, static response. The electron has one isotropic effective mass \(m\) and cannot leave the wire. No free carriers screen the charges. Let \(e>0\), so the electron has charge \(-e\).

The ionization energy is

\[
E_I=E_{\rm edge}-E_D ,
\]

where \(E_{\rm edge}\) is the lowest energy of an electron in the wire far from the donor, and \(E_D\) is the bound level. The two energies come from

\[
H_{\rm edge}=T+S(\rho),\qquad
H_D=T+S(\rho)-\frac{e^2}{4\pi\epsilon_0\epsilon_{\rm in}r}+W(\mathbf r).
\]

Here \(T\) is the kinetic energy with a hard wall at \(\rho=R\), \(S\) is the electron's interaction with the polarization it creates itself, and \(W\) is its interaction with the polarization created by the donor. Since \(S\) stands in both equations, a large \(S\) does not by itself mean a large change in \(E_I\). We need both functions before deciding what survives the subtraction.

**Q.** How do you find the polarization without assuming an image charge at some convenient position?

**A.** Solve the boundary problem. For a unit charge at \(\mathbf r'\), the cylindrical expansion is

\[
\frac1{|\mathbf r-\mathbf r'|}=\frac2\pi\sum_{m=-\infty}^{\infty}e^{im(\theta-\theta')}
\int_0^\infty dk\,\cos[k(z-z')]\,I_m(k\rho_<)K_m(k\rho_>),
\]

where \(\rho_<\) and \(\rho_>\) are the smaller and larger of \(\rho,\rho'\), and the integer \(m\) is an angular order, not the mass. Near the interface each component has the radial form \(K_m(k\rho)\), apart from the common factor \(I_m(k\rho')\). Polarization adds a solution regular on the axis, so the inside form is \(K_m+A_mI_m\). The outside form must decay, so it is \(B_mK_m\).

Put \(x=kR\), and let all functions below have argument \(x\), with primes denoting derivatives. Continuity of the potential and of the normal displacement gives

\[
K_m+A_mI_m=B_mK_m,
\]
\[
\epsilon_{\rm in}(K_m'+A_mI_m')=\epsilon_{\rm out}B_mK_m'.
\]

Multiply the second equation by \(K_m\) and replace \(B_mK_m\) using the first:

\[
\epsilon_{\rm in}K_m(K_m'+A_mI_m')
=\epsilon_{\rm out}K_m'(K_m+A_mI_m).
\]

Collecting the terms in \(A_m\),

\[
A_m=\frac{(\epsilon_{\rm in}-\epsilon_{\rm out})K_mK_m'}
{\epsilon_{\rm out}I_mK_m'-\epsilon_{\rm in}I_m'K_m}.
\]

For a charge on the axis only \(m=0\) remains, because \(I_m(0)=0\) for \(m\ne0\). With \(I_0'=I_1\) and \(K_0'=-K_1\),

\[
A_0=\frac{(\epsilon_{\rm in}-\epsilon_{\rm out})K_0K_1}
{\epsilon_{\rm in}I_1K_0+\epsilon_{\rm out}I_0K_1}.
\]

The denominator is positive, so the sign of \(A_0\) is that of \(\epsilon_{\rm in}-\epsilon_{\rm out}\). Equal permittivities give zero, as they must.

The potential induced by the donor, without its direct Coulomb part, is therefore

\[
\phi_{\rm ind}(\rho,z)=\frac{e}{4\pi\epsilon_0\epsilon_{\rm in}R}\,
\frac2\pi\int_0^\infty dx\,A_0(x)I_0\!\left(\frac{x\rho}{R}\right)
\cos\!\left(\frac{xz}{R}\right).
\]

At small \(x\), \(A_0\) grows only as \(K_0\), that is logarithmically. At large \(x\) it falls as \(e^{-2x}\), faster than \(I_0(x\rho/R)\) grows inside the wire. The integral therefore converges.

**Q.** What then are the self-energy and the attraction, and where does the factor of one half belong?

**A.** Build up a charge at a fixed position, from zero to \(q\). When it has reached \(\lambda q\), linear response makes its induced potential \(\lambda\phi_{\rm ind}\). Adding \(q\,d\lambda\) costs \(q\lambda\phi_{\rm ind}\,d\lambda\). Hence

\[
S=q\phi_{\rm ind}\int_0^1\lambda\,d\lambda=\frac12q\phi_{\rm ind},
\]

with \(\phi_{\rm ind}\) taken at the charge itself. Reversing the sign of \(q\) reverses the potential too, so electron and donor have the same self-energy at the same place. At radius \(\rho\), both radial factors in the expansion are taken at the charge, and

\[
S(\rho)=\frac{e^2}{4\pi\epsilon_0\epsilon_{\rm in}R}\,
\frac1\pi\sum_{m=-\infty}^{\infty}\int_0^\infty dx\,A_m(x)
I_m^2\!\left(\frac{x\rho}{R}\right).
\]

The attraction is different. The donor's polarization already exists and is not created by the electron, so there is no half:

\[
W(\mathbf r)=-e\phi_{\rm ind}(\mathbf r),\qquad W(0)=-2S(0).
\]

On the axis,

\[
2S(0)=\frac{e^2}{4\pi\epsilon_0R}\,
\frac{2}{\pi\epsilon_{\rm in}}\int_0^\infty A_0(x)\,dx .
\]

At fixed permittivities the integral is a pure number, so \(S(0)\propto1/R\).

**Q.** Does \(S\) stay finite at the surface?

**A.** No. At a small distance \(d\) from the wall the surface looks flat. Seen from inside, the polarization acts as an image charge \(q'\) at distance \(d\) beyond the wall; seen from outside, the source acts as a charge \(q''\). Continuity of displacement gives \(q-q'=q''\), and continuity of potential gives \((q+q')/\epsilon_{\rm in}=q''/\epsilon_{\rm out}\). Eliminating \(q''\),

\[
q'=q\,\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}{\epsilon_{\rm in}+\epsilon_{\rm out}},\qquad
S\simeq\frac{e^2}{16\pi\epsilon_0\epsilon_{\rm in}d}\,
\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}{\epsilon_{\rm in}+\epsilon_{\rm out}}.
\]

This is only the leading divergence. A slowly varying term of order \(S(0)\) adds to it, so in vacuum the full \(S\) is still about 1.7 times the planar value at \(d=0.05R\). The electron density vanishes as \(d^2\) at a hard wall, so the average of \(S\) remains finite. At atomic distances from a real surface, a sharp boundary between two bulk dielectrics is no longer a reliable description.

**Q.** The electron is spread over a few nanometres. Why should the value of \(W\) at the donor matter so much?

**A.** The induced potential has its sources on the interface, so inside the wire \(\nabla^2\phi_{\rm ind}=0\). Let \(\bar\phi(a)\) be its average over a sphere of radius \(a<R\) around the donor. The divergence theorem gives

\[
\frac{d\bar\phi}{da}=\frac1{4\pi a^2}\oint\frac{\partial\phi_{\rm ind}}{\partial r}\,dA
=\frac1{4\pi a^2}\int\nabla^2\phi_{\rm ind}\,dV=0 .
\]

So \(\bar\phi(a)=\phi_{\rm ind}(0)\). A spherical electron cloud contained in the wire has \(\langle W\rangle=-2S(0)\), whatever its radial profile.

Elongation spoils this equality. Near the axis, use \(I_0(u)\simeq1+u^2/4\) and \(\cos v\simeq1-v^2/2\):

\[
\phi_{\rm ind}(\rho,z)\simeq\phi_{\rm ind}(0)
-\frac{e}{4\pi\epsilon_0\epsilon_{\rm in}R^3}
\left(z^2-\frac{\rho^2}{2}\right)\frac1\pi\int_0^\infty x^2A_0\,dx .
\]

For a spherical cloud \(\langle z^2\rangle=\langle\rho^2\rangle/2\), and the correction vanishes. A cloud stretched along the wire has the larger \(\langle z^2\rangle\) and gains slightly less when \(\epsilon_{\rm in}>\epsilon_{\rm out}\).

**Q.** Now can we subtract the two levels?

**A.** Yes. Let \(E_{\rm bare}\) be the ionization energy with \(S=W=0\), keeping confinement and the Coulomb attraction screened by \(\epsilon_{\rm in}\). To first order in the polarization terms,

\[
\Delta E_{\rm edge}=\langle S\rangle_{\rm edge},\qquad
\Delta E_D=\langle S\rangle_D+\langle W\rangle_D .
\]

Subtracting, and using \(\langle W\rangle_D\simeq-2S(0)\),

\[
E_I\simeq E_{\rm bare}+2S(0)
+\bigl[\langle S\rangle_{\rm edge}-\langle S\rangle_D\bigr].
\]

The bracket is what remains of the electron's self-energy. Both states live in the same cross-section, so it is a difference of two similar averages. The answer to your first question is therefore no: adding an edge rise \(S\) to an attraction \(2S\) would forget that the bound electron also pays \(S\).

There are two equivalent ways to see the result. In the level picture, the edge rises by about \(S(0)\), while the donor level moves by about \(S(0)-2S(0)=-S(0)\). The gap opens by \(2S(0)\). In the total-energy picture, an electron close to its donor has polarization energy \(S+S-2S=0\), because the pair is neutral. After ionization the separated electron and donor ion each pay about \(S(0)\).

**Q.** Please put in numbers for a wire 10 nm across.

**A.** Take \(R=5\) nm in vacuum, with the rough silicon values \(\epsilon_{\rm in}=11.7\) and \(m=0.30\,m_e\). The mass gives a bulk hydrogenic binding of 29.8 meV and a Bohr radius of 2.06 nm. The response integral is 8.548, so

\[
\frac{2}{\pi\epsilon_{\rm in}}\int_0^\infty A_0\,dx
=\frac{2(8.548)}{\pi(11.7)}=0.4651 .
\]

With \(e^2/(4\pi\epsilon_0)=1.4400\) eV nm,

\[
2S(0)=\frac{1.4400}{5}(0.4651)\ {\rm eV}=133.9\ {\rm meV}.
\]

A direct grid solution of Poisson's equation, with the charge on the axis of the same dielectric wire, gives 0.4658 in place of 0.4651. For a charge at \(\rho/R=0.517\), the reduced self-energy \(S/[e^2/(4\pi\epsilon_0R)]\) is 0.2513 from the mode sum and 0.2517 from the grid.

The level equations were then diagonalized in \(\rho\) and \(z\), without the first-order approximation:

- With neither polarization term, \(E_I=52.8\) meV.
- Image attraction alone adds 133.6 meV.
- Electron self-energy alone adds 1.8 meV.
- With both terms, \(E_I=188.2\) meV, or 0.1882 eV.

The total rise from mismatch is \(188.2-52.8=135.4\) meV. The edge moves up by 72.3 meV and the donor level down by 63.1 meV, which add to the same number. Each is close to \(S(0)=67.0\) meV. The edge moves somewhat more because \(S\) grows away from the axis: its reduced value is \(0.4651/2=0.2326\) at the centre and 0.2513 at \(\rho/R=0.517\). Both levels include this extra cost, but the bound electron, drawn towards the axis, includes less of it.

**Q.** You started at 52.8 meV, not at 29.8 meV. Is quantum confinement also raising the ionization energy?

**A.** It is, by 23.0 meV at this radius. In a wide wire the hard-wall energy of the edge scales as \(1/R^2\), while a compact donor state hardly feels the wall. The bare ionization energy therefore approaches its bulk value faster than the \(1/R\) image term disappears. The full calculations at other radii, with the same mass and permittivities, show the balance:

- At \(R=10\) nm, confinement raises \(E_I\) from 29.8 to 37.1 meV, and mismatch raises it further to 105.8 meV. Here \(2S(0)=67.0\) meV.
- At \(R=2.5\) nm, the corresponding values are 84.0 and 350.5 meV, with \(2S(0)=267.9\) meV.

At 2.5 nm the image attraction alone adds 264.9 meV, about 1% less than \(2S(0)\). The radius is now close to the Bohr radius, and the direction of the deficit is that expected from an elongated cloud. This smallest wire is also where a one-mass model with a hard wall deserves least trust.

**Q.** Suppose the wire is not in vacuum. Can the same mechanism lower the ionization energy?

**A.** Yes, because \(A_0\) changes sign when \(\epsilon_{\rm out}>\epsilon_{\rm in}\). Keep \(R=5\) nm, the mass and the silicon permittivity fixed. In thick oxide with \(\epsilon_{\rm out}=3.9\), \(2S(0)\) falls to 33.7 meV and the full \(E_I\) is 87.4 meV. In a medium with \(\epsilon_{\rm out}=25\), \(2S(0)=-10.8\) meV and \(E_I=41.4\) meV, below the bare 52.8 meV. Confinement is the same throughout this comparison, so the reversal is due to the surroundings.

For an oxide shell of outer radius \(R_s\), write the radial function in the shell as \(f=K_0(k\rho)+cI_0(k\rho)\). If vacuum follows, \(c\) is given by the formula for \(A_0\), with the oxide as inner medium, vacuum as outer medium and \(kR_s\) as argument. If a grounded metal follows, \(f(R_s)=0\) gives \(c=-K_0(kR_s)/I_0(kR_s)\). Define \(Y=-\epsilon_{\rm ox}f'/f\) at \(R\), the derivative being with respect to \(k\rho\). Matching at the silicon surface then reads

\[
\epsilon_{\rm in}(-K_1+A_0I_1)=-Y(K_0+A_0I_0),
\]

and hence

\[
A_0=\frac{\epsilon_{\rm in}K_1-YK_0}{\epsilon_{\rm in}I_1+YI_0}.
\]

For 2 nm of oxide in vacuum, \(2S(0)=113.7\) meV. With a surrounding metal on the same oxide it is \(-5.6\) meV: the metal's screening slightly outweighs the effect of the low-permittivity oxide. These two values are image terms, not complete ionization energies.

**Q.** How far must the electron go before it counts as free?

**A.** For \(\epsilon_{\rm out}<\epsilon_{\rm in}\) and no gate nearby, farther than in bulk silicon, because the donor's field leaves the wire and is then weakly screened. Let \(Z=z/R\). In units of \(e/(4\pi\epsilon_0\epsilon_{\rm in}R)\), the direct Coulomb term on the axis is \(1/Z\), while \((2/\pi)\int_0^\infty K_0(x)\cos(xZ)\,dx=1/\sqrt{1+Z^2}\). At large \(Z\) these differ only by a relative order \(1/Z^2\), so the total axial potential can there be given the amplitude \(A_0+K_0\). At small \(x\), use \(I_0\simeq1\), \(I_1\simeq x/2\) and \(K_1\simeq1/x-xK_0/2\). Then

\[
A_0+K_0\simeq\frac{\epsilon_{\rm in}}{\epsilon_{\rm out}}
\left[K_0-\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}{2\epsilon_{\rm out}}x^2K_0^2\right].
\]

I have dropped terms of relative order \(1/Z^2\) that lack the large factor \(\epsilon_{\rm in}/\epsilon_{\rm out}\). With \(K_0\simeq-\ln(x/2)-\gamma\), where \(\gamma\) is Euler's constant, the long-distance cosine transforms of \(K_0\) and \(K_0^2\) are \(\pi/(2Z)\) and \(\pi\ln(2Z)/Z\). They follow by expanding

\[
\int_0^\infty x^s\cos(xZ)\,dx=-\Gamma(1+s)\sin\frac{\pi s}{2}\,Z^{-1-s}
\]

to second order in \(s\), with the integral understood as its convergent continuation. A factor \(x^2\) becomes \(-d^2/dZ^2\), so the transform of \(x^2K_0^2\) is \(-\pi[2\ln(2Z)-3]/Z^3\). Therefore

\[
\phi_{\rm tot}\simeq\frac{e}{4\pi\epsilon_0\epsilon_{\rm out}z}
\left[1+\left(\frac{\epsilon_{\rm in}}{\epsilon_{\rm out}}-1\right)
\frac{2\ln(2Z)-3}{Z^2}\right].
\]

At \(10^{17}\ {\rm cm^{-3}}\), donors in the wire of 5 nm radius are on average 127 nm apart along the axis. Halfway, \(Z\simeq12.7\), and in vacuum the bracket is about 1.23. At this contrast the expansion is useful only for \(Z\) above about 10; at \(Z=6\) it gives 1.59 where the full integral gives 1.24. The potential is stronger than that of the same charge in vacuum. The full integral gives an effective permittivity of 0.82 and an attraction of 27.5 meV. A value below one does not mean that silicon has such a permittivity: the wire guides field along its axis, so the polarization charge is spread towards the observer. If the neighbouring donor is neutral, an electron halfway to it thus still has a potential energy about this far below its value at infinite distance.

**Q.** How close is this to my real wires, and how much would it suppress doping?

**A.** A 5 nm radius is realistic for a research nanowire, but a bare surface in vacuum is an extreme case. A wire that has been in air carries an oxide, and a transistor channel has a nearby gate. For the 2 nm shells above, the oxide lowers the image term by about 20 meV, while the surrounding metal makes that term slightly negative. A gate on one side, or a thicker oxide, needs its own calculation.

The other omissions can be sized for the vacuum wire:

- **Mass anisotropy.** With 0.19 \(m_e\) across and 0.92 \(m_e\) along the axis, \(E_I\) is 62.5 meV without mismatch and 198.4 meV with it. The rise is 135.9 meV, almost unchanged. This axially symmetric case only tests the sensitivity to mass: in a wire with this orientation, the valleys with a heavy mass across the wire have the lower edge.
- **Donor core.** A phosphorus-like donor has a bulk binding of roughly 45 meV, about 15 meV above this model. Scaling that difference by the density ratio at the donor, about 1.6 (the grid value 1.58 is sampled off the Coulomb cusp and is about 2% low), suggests a shift of about 24 meV in the wire.
- **Finite wall.** A 4 eV barrier with the free-electron mass outside extends the effective radius by about 0.33 nm and changes the bare \(E_I\) by \(-2.0\) meV. This covers the bare problem only: with a finite barrier the density at the interface is not zero, so \(\langle S\rangle\) for a sharp dielectric step diverges logarithmically and depends, at the level of a few meV, on how the step is smoothed.
- **Position and interface.** At half radius, \(2S\) at the donor is 143.9 meV. Moving the dielectric boundary inward by 0.2 nm changes the axial value to 139.5 meV.

For dilute, non-degenerate carriers, let \(n\) be the electron density and \(N\) the donor density, with no compensation. Mass action gives \(n^2/(N-n)\propto e^{-E_I/k_BT}\). At 300 K, \(k_BT=25.9\) meV, so the mismatch multiplies the right-hand side by

\[
e^{-135.4/25.9}\simeq5\times10^{-3},
\]

with the band density of states, donor degeneracy and temperature fixed, and with only the lowest donor level counted. The donor also has excited levels, both with and without mismatch, and at room temperature they hold a sizeable share of the bound electrons in both cases. Counting them changes the factor by some tens of percent, so it is an estimate of size. This is not the ionized fraction itself, since \(n\) enters squared when few donors are ionized. At high doping, free carriers and overlapping donor states invalidate the isolated-donor estimate. Surface traps can also remove carriers, so low conductance alone does not identify this mechanism. A more telling comparison is between otherwise similar wires in different dielectric surroundings, with trap charge measured separately. The numerical output below lists the computed energies. The level energies carry a grid error of up to about 0.1 meV; the bare value at \(R=10\) nm, for example, converges to 37.0 meV.

## Values computed for the example and the checks

```
Inputs: eps_in = 11.7, isotropic mass = 0.30 m_e, vacuum outside
Coulomb constant e^2/(4 pi eps0) = 1.4400 eV nm
Effective Bohr radius = 2.06 nm
Bulk binding: formula 29.8 meV, grid 29.9 meV
Integral of A0 over x = 8.548
Reduced 2S(0) = 0.4651; Poisson grid gives 0.4658
Reduced S at rho/R = 0.517: 0.2513; Poisson grid 0.2517
R = 2.5 nm: E_I without mismatch 84.0 meV, with mismatch 350.5 meV
  2S(0) = 267.9 meV; image attraction alone adds 264.9 meV
  electron self-energy alone adds 1.5 meV
  mismatch moves edge by +144.8 meV, donor level by -121.7 meV
R = 5.0 nm: E_I without mismatch 52.8 meV, with mismatch 188.2 meV
  2S(0) = 133.9 meV; image attraction alone adds 133.6 meV
  electron self-energy alone adds 1.8 meV
  mismatch moves edge by +72.3 meV, donor level by -63.1 meV
R = 10.0 nm: E_I without mismatch 37.1 meV, with mismatch 105.8 meV
  2S(0) = 67.0 meV; image attraction alone adds 67.0 meV
  electron self-energy alone adds 1.8 meV
  mismatch moves edge by +36.0 meV, donor level by -32.7 meV
R = 5 nm on finer grid: E_I = 188.2 meV = 0.1882 eV
Other surroundings, R = 5 nm:
  thick oxide, eps_out = 3.9: E_I = 87.4 meV, 2S(0) = 33.7 meV
  high-permittivity medium, eps_out = 25.0: E_I = 41.4 meV, 2S(0) = -10.8 meV
  2 nm oxide shell in vacuum: 2S(0) = 113.7 meV
  2 nm oxide shell under metal: 2S(0) = -5.6 meV
Neglected effects, R = 5 nm in vacuum:
  masses 0.19 across, 0.92 along axis (m_e): bulk 29.8 meV
  same masses in wire: E_I 62.5 meV without, 198.4 meV with mismatch
  central-cell shift for rough 45 meV bulk donor: 15 meV
  density at donor, wire/bulk = 1.58; scaled shift 24 meV
  4 eV wall: effective extension 0.33 nm, E_I without mismatch changes -2.0 meV
  donor at half radius: 2S = 143.9 meV
  dielectric boundary 0.2 nm inward: 2S(0) = 139.5 meV
  donors at 1e17 cm^-3: mean spacing 127 nm along wire
  attraction left at half spacing 27.5 meV, effective permittivity 0.82
  thermal energy at 300 K = 25.9 meV; exp(-(E_I rise from mismatch)/kT) = 5.32e-03
```
